# Why blocking transitions can strengthen the Raman G band of graphene

**Q:** I dope graphene, so the Pauli principle forbids some optical transitions. The G band nevertheless becomes stronger. How can fewer transitions scatter more light?

**A:** Scattering pathways add as amplitudes, and the intensity is the squared modulus of their sum. Removing pathways can raise it if the removed ones opposed the rest. What must be shown is that they did.

I use nearest-neighbour π bands, independent electrons at zero temperature, and vertical transitions. Set $\hbar=1$ and the bond length to 1, with energies in eV. The bonds $\boldsymbol\delta_j$ from sublattice A to B point at 90°, 210° and 330°. The Hamiltonian at $\mathbf k$ is

$$H=\begin{pmatrix}0&f\\f^*&0\end{pmatrix},\quad f=-\sum_j t_j e^{i\mathbf k\cdot\boldsymbol\delta_j},\quad t_j=t(1-s\,\hat{\mathbf u}\cdot\boldsymbol\delta_j).$$

Here $s$ is the phonon coordinate, scaled to include the coupling strength, and $\hat{\mathbf u}$ is the direction of the relative sublattice displacement. Light replaces $\mathbf k$ by $\mathbf k+\mathbf A(t)$, with the charge absorbed in $\mathbf A$.

Write $f=\varepsilon e^{i\phi}$. The levels are $\pm\varepsilon$ and the transition energy is $E=2\varepsilon$. If both levels are empty there is no response. If both are filled, the electrons occupy the whole two-level space, and every response is that of $\mathrm{Tr}\,H=0$, so it vanishes too. Light and a zone-centre phonon conserve $\mathbf k$, so

$$W(E_F)=\sum_{E>2|E_F|}w(\mathbf k).$$

Doping deletes terms and leaves the others unchanged.

**Q:** What is the amplitude $w$ of one pathway?

**A:** Follow the phase of $f$. With $V=e^{i\phi\sigma_z/2}$ one has $H=V\varepsilon\sigma_xV^\dagger$. In the rotated frame the Hamiltonian is

$$H'=V^\dagger HV-iV^\dagger\dot V=\varepsilon\sigma_x+g\sigma_z,\qquad g=\dot\phi/2.$$

Let $a$ and $b$ be the amplitudes on the lower and upper states of $\sigma_x$. Then $i\dot a=-\varepsilon a+gb$ and $i\dot b=\varepsilon b+ga$. For $c=b/a$, to second order in $g$,

$$i\dot c=Ec+g,\qquad i\dot a/a=-\varepsilon+gc.$$

The neglected term $-gc^2$ is of third order in $g$. The time average of $-\varepsilon+gc$ is the quasi-energy. Its coefficient of $A_1A_2s$ is $w$: the amplitude for absorbing a photon $\omega_1$, emitting a photon $\omega_2$ and emitting a phonon $\Omega=\omega_1-\omega_2$. Let the three fields vary as $e^{-iz_nt}$, with $z_1=\omega_1$, $z_2=-\omega_2$, $z_3=-\Omega$, whose sum is zero.

A drive $g_a$ gives $c_a=-g_a/(E-z_a)$. If field $m$ changes the gap by $\delta E_m$, the next correction is

$$c_{am}=\frac{\delta E_m\,c_a}{z_a+z_m-E}=\frac{\delta E_m\,g_a}{(E-z_a)(E+z_b)},$$

because $z_a+z_m=-z_b$. Multiply by $g_b$ and add the reverse order. Since $g_a=-iz_a\phi_a/2$, where a subscript on $\phi$ or $\varepsilon$ is a derivative with respect to that field, $g_1g_2=-z_1z_2\phi_1\phi_2/4=\omega_1\omega_2\phi_1\phi_2/4$. The phonon gives $\delta E_3=2\varepsilon_s$. The main term is therefore

$$w_{\rm main}=\frac{\omega_1\omega_2}{2}\varepsilon_s\phi_1\phi_2\left[\frac1{(E-\omega_1)(E-\omega_2)}+\frac1{(E+\omega_1)(E+\omega_2)}\right].$$

The light flips the pseudospin twice and the phonon modulates the gap in between. I add damping by replacing $\omega_{1,2}$ with $\omega_{1,2}+i\gamma$ in the denominators. This is a phenomenological decay of each electron-hole coherence.

**Q:** What did you leave out of that term?

**A:** Three kinds of contribution, all kept in the numbers below. First, $-\varepsilon_{12s}$. Second, two fields may act together on the phase. Then $g_{ab}=-i(z_a+z_b)\phi_{ab}/2=iz_m\phi_{ab}/2$, and the two orders with $g_m$ give

$$-g_mg_{ab}\left[\frac1{E-z_m}+\frac1{E+z_m}\right]=-\frac{2E}{E^2-z_m^2}\,\frac{z_m^2}{4}\,\phi_m\phi_{ab}.$$

Third, a photon may modulate the gap while the phonon and the other photon flip the pseudospin:

$$2\varepsilon_m\left(-\frac{z_az_b}{4}\right)\phi_a\phi_b\left[\frac1{(E-z_a)(E+z_b)}+\frac1{(E-z_b)(E+z_a)}\right],\quad m=1,2.$$

For the phonon frequency the damped denominators use $z_3=-\Omega+i\gamma$. The moving bond also adds a phase proportional to $\mathbf A\cdot\hat{\mathbf u}$. It adds a constant to $\phi_{1s}$ and $\phi_{2s}$, which multiplies a single $\phi_2$ or $\phi_1$. That vector averages to zero on a threefold symmetric energy contour.

As a test at one $\mathbf k$, the undamped sum was compared with the mixed third derivative of the quasi-energy, obtained by time propagation of the original $H$. The propagated fields are cosines. Each is half the sum of two exponentials, and two of the eight sign combinations have zero total frequency, so the derivative should equal $2w/8=w/4$. The values of $w/4$ and of the derivative are $-3.208$ and $-3.216$ eV, a difference of 0.25% relative to the propagated one.

**Q:** Can I now sum this over the Dirac cone?

**A:** Not over an isotropic one: the result is zero. With $f\propto q_x-iq_y$ and constant phonon coupling, rotating $\mathbf q$, both polarizations and $\hat{\mathbf u}$ together leaves the amplitude unchanged. Rotate by 180°. All three vectors change sign, and $W$, which is linear in each, changes sign as well. Hence $W=0$, doped or not. A nonzero sum comes from trigonal warping and from the momentum dependence of the phonon coupling. Either one reduces the symmetry to threefold.

Expand about $K=(4\pi/3\sqrt3,0)$. Let $q=q_x+iq_y=\rho e^{i\theta}$, $\zeta=e^{2\pi i/3}$, and represent the bonds by $d_j=i\zeta^{j-1}$. The phases at $K$ are $p_j=\zeta^{-(j-1)}$, and $\mathbf q\cdot\boldsymbol\delta_j=(q\bar d_j+\bar qd_j)/2$. The sums needed are

$$\sum p_jd_j=3i,\quad \sum p_j\bar d_j^{\,2}=-3,\quad \sum p_j=\sum p_j\bar d_j=\sum p_jd_j^2=0.$$

The linear part of $f$ is $-ti(3i\bar q/2)=3t\bar q/2$. The quadratic part is $+(t/2)(q^2/4)(-3)=-3tq^2/8$. Thus

$$f=\tfrac{3t}{2}\left(\bar q-\tfrac14q^2\right),\qquad f_x=\tfrac{3t}{2}\left(1-\tfrac12q\right).$$

For $\hat{\mathbf u}=\hat{\mathbf y}$, $\hat{\mathbf u}\cdot\boldsymbol\delta_j=(d_j-\bar d_j)/2i$. The constant part of $f_s$ is $t(3i)/2i=3t/2$. The linear part is $(t/4)\sum p_j(d_j-\bar d_j)(q\bar d_j+\bar qd_j)=3tq/4$, where only the $\bar d_j^{\,2}$ term survives. So $f_s=(3t/2)(1+q/2)$.

**Q:** How strongly do the warped pathways contribute at each transition energy?

**A:** Take both polarizations along $x$. From $\ln f=\ln\varepsilon+i\phi$, $\varepsilon_s/\varepsilon=\mathrm{Re}(f_s/f)$ and $\phi_x=\mathrm{Im}(f_x/f)$. To first order beyond the cone, $1/f\propto\bar q^{-1}(1+q^2/4\bar q)$, so

$$\frac{\varepsilon_s}{\varepsilon}=\frac{\cos\theta}{\rho}+\frac{\cos2\theta}{2}+\frac{\cos4\theta}{4},\quad
\phi_x=\frac{\sin\theta}{\rho}-\frac{\sin2\theta}{2}+\frac{\sin4\theta}{4}.$$

The energy contour is warped too. From $\varepsilon=(3t/2)\rho(1-\frac14\rho\cos3\theta)$, with $\rho_0=E/3t$,

$$\rho=\rho_0(1+\tfrac14\rho_0\cos3\theta),\qquad \rho\,d\rho=\rho_0(1+\tfrac34\rho_0\cos3\theta)\,d\rho_0.$$

The leading product $\cos\theta\sin^2\theta/\rho^3$ acquires the factor $1-\frac34\rho_0\cos3\theta$, which the measure cancels at this order. What remains of it has zero angular mean. The next terms, multiplied by $\rho^2$, are

$$\left(\tfrac12\cos2\theta+\tfrac14\cos4\theta\right)\sin^2\theta+\sin2\theta\left(-\tfrac12\sin2\theta+\tfrac14\sin4\theta\right).$$

Their mean is $-\frac18-\frac14=-\frac38$. With $\varepsilon/\rho_0=3t/2$ and $d\rho_0/dE=1/3t$, the density of $\varepsilon_s\phi_x^2$ per spin and valley is

$$N=\frac{2\pi}{4\pi^2}\left(-\frac38\right)\frac{3t}{2}\,\frac1{3t}=-\frac{3}{32\pi}\approx-0.0298.$$

It is independent of $E$ at this order. The lattice gives $-0.0307$ at $E=1.5$ eV for $t=3$ eV. The other valley adds equally: $f(-\mathbf k)=f^*(\mathbf k)$ makes $\varepsilon$ even and $\phi$ odd, and each term has two $\mathbf k$-derivatives and either no $\phi$ or two.

**Q:** Where is the destructive interference? I expected one sign below resonance and the other above it.

**A:** There are two resonances, at $\omega_1$ for the incoming photon and $\omega_2$ for the outgoing one. Measure energy from their midpoint, $x=E-(\omega_1+\omega_2)/2$, and put $h=\Omega/2$. The resonant factor is

$$\frac1{(x-i\gamma)^2-h^2}=\frac{x^2-\gamma^2-h^2+2i\gamma x}{|(x-i\gamma)^2-h^2|^2}.$$

Its imaginary part is odd in $x$: pathways below and above the midpoint cancel in pairs. Its real part is even. It is negative for $|x|<\sqrt{h^2+\gamma^2}$ and positive outside, and its integral over the whole line is zero, as the partial fractions below show. Each half of the line therefore has zero real sum. The relevant division is the midpoint, not either pole.

Now let $a=\omega_1+i\gamma$, $b=\omega_2+i\gamma$ and $C=2|E_F|$. Since $a-b=\Omega$,

$$\frac1{(E-a)(E-b)}=\frac1\Omega\left[\frac1{E-a}-\frac1{E-b}\right].$$

Integrating from $C$ to infinity, and treating the second term of $w_{\rm main}$ likewise, gives for constant $N$

$$W_{\rm main}=\frac{\omega_1\omega_2N}{2\Omega}\left[\ln\frac{C-b}{C-a}+\ln\frac{C+a}{C+b}\right].$$

Each quotient means a difference of principal logarithms. At $C=0$, $\ln(-b)=\ln b-i\pi$ and $\ln(-a)=\ln a-i\pi$, so the bracket vanishes. In undoped graphene the main pathways cancel completely at this order. The second term matters here: under $E\to-E$ it supplies the missing half of the line.

At the midpoint $C-b=h-i\gamma$ and $C-a=-h-i\gamma$. Their moduli are equal and their phases differ by $\pi-2\arctan(\gamma/h)$. The first logarithm is

$$i\Theta,\qquad \Theta=2\arctan\frac{\Omega}{2\gamma}.$$

Blocking the lower group has left the upper one uncompensated.

**Q:** Put numbers to it.

**A:** Take the round values $\omega_1=1.6$, $\Omega=0.2$ and $\gamma=0.06$ eV, so $\omega_2=1.4$ eV and the midpoint is 1.5 eV. With the lattice value of $N$ there, the prefactor has modulus $1.6\times1.4\times0.0307/0.4=0.172$ eV, and $\Theta=2\arctan1.667=2.06$. Their product is 0.354 eV. Integration over the whole Brillouin zone, per spin and valley, gives these main amplitudes:

| Transition energies | Amplitude (eV) |
|---|---|
| below 1.4 eV | $-0.200+0.218i$ |
| 1.4 to 1.5 eV | $+0.214+0.134i$ |
| 1.5 to 1.6 eV | $+0.215-0.135i$ |
| above 1.6 eV | $-0.228-0.222i$ |

The lower two rows of energy sum to $+0.014+0.352i$, the upper two to $-0.014-0.357i$. All four leave $-0.004i$. The signs are opposite to those of the resonant factor because $N<0$.

**Q:** If the undoped sum nearly vanishes, why do I see a G band at all without doping?

**A:** Because the phonon also changes the optical matrix element, through $\phi_{xs}$. Consider a slow phonon, $\Omega\to0$, and low photon energy $\omega$. Terms containing $z_3$ drop out, $-\varepsilon_{12s}$ sums to zero as a total derivative over the zone, and the main term cancels. Two equal terms remain, with the sum

$$-\omega^2\frac{E}{E^2-z^2}\,\phi_x\phi_{xs},\qquad z=\omega+i\gamma.$$

Here $\phi_{xs}=\mathrm{Im}(f_{xs}/f-f_xf_s/f^2)$ and $f_{xs}=3t/4$. Since $(1-q/2)(1+q/2)$ has no linear term,

$$\phi_{xs}=-\frac{\sin2\theta}{\rho^2}+\frac{\sin\theta-\sin5\theta}{2\rho}.$$

In the product with $\phi_x$, the $1/\rho^3$ part again averages to zero with the warped measure. The $1/\rho^2$ part has mean $\frac14+\frac14=\frac12$, from $\frac12\sin^2\theta$ and $\frac12\sin^22\theta$. Its density in energy is $(2\pi/4\pi^2)(1/2\rho_0)(1/3t)=1/(4\pi E)$. Closing the contour around the pole at $z$,

$$W=-\frac{\omega^2}{4\pi}\int_0^\infty\frac{dE}{E^2-z^2}
=-\frac{\omega^2}{4\pi}\,\frac{i\pi}{2z}=-\frac{i\omega^2}{8(\omega+i\gamma)}.$$

At $\omega=0.6$ eV this is $-0.0074-0.0743i$ eV; the lattice gives $-0.0073-0.0748i$ eV. In the worked case with the finite phonon energy, the terms other than the main one give $-0.003-0.197i$ eV without doping. They carry nearly the whole undoped signal.

**Q:** Then how large is the rise, and where is its maximum?

**A:** The full amplitude gives:

| $E_F$ (eV) | Full amplitude (eV) | Intensity / undoped |
|---|---|---|
| 0 | $-0.003-0.201i$ | 1.00 |
| 0.40 | $-0.019-0.193i$ | 0.93 |
| 0.70 | $+0.044-0.353i$ | 3.1 |
| 0.75 | $-0.166-0.449i$ | 5.6 |
| 0.80 | $-0.381-0.274i$ | 5.4 |
| 0.90 | $-0.216-0.034i$ | 1.2 |
| 1.30 | $-0.033-0.003i$ | 0.03 |

At the midpoint, $E_F=0.75$ eV, the ratio is $(0.166^2+0.449^2)/(0.003^2+0.201^2)\approx5.7$ from these rounded entries, or 5.6 before rounding. The intensity need not rise from the start: with the damping used here it is 7% below the undoped value at 0.40 eV, though the sign of this small change depends on how the damping is inserted. At 1.30 eV the near-resonant part of the upper group is blocked as well, but the very small value is a near-cancellation. The term $-\varepsilon_{12s}$ sums to zero only over the whole zone; with the lower transitions blocked it gives about $+0.08$ eV, against $-0.11$ eV from the real part of the other terms. Above about $E_F=1.5$ eV it outweighs them, and in this model the intensity rises again, slowly, to 0.14 of the undoped value at 2.0 eV.

The maximum, on a scan with steps of 0.01 eV in $2E_F$, is 6.1 times the undoped intensity at $2E_F=1.55$ eV, or $E_F=0.775$ eV (0.057 Ry). The main amplitude alone already peaks slightly above the midpoint, near $2E_F=1.52$ eV, and the background moves the maximum further up. Subtracting the main amplitude from the full one gives a background real part of about $-0.15$ eV at 0.75 and 0.80 eV, and $-0.16$ eV at 0.70 eV. Over that range the real part of the main amplitude runs from $+0.20$ to $-0.23$ eV. The two oppose each other on the lower side and reinforce each other on the upper side.

**Q:** Would a cleaner sample give a sharper single peak?

**A:** For the photon and phonon energies used here the peak stays single down to at least $\gamma=0.02$ eV, but it moves towards the incoming resonance. The background matters for this, because the resonant part by itself splits into two peaks at small damping. Consider the resonant logarithm alone, with $x$ now the cutoff measured from the midpoint: $L(x)=\ln(x+h-i\gamma)-\ln(x-h-i\gamma)$. At $x=0$,

$$L=i\Theta,\quad L'=\frac{2h}{h^2+\gamma^2},\quad L''=-\frac{4ih\gamma}{(h^2+\gamma^2)^2}.$$

The curvature of its squared modulus is

$$2|L'|^2+2\,\mathrm{Re}(L^*L'')=\frac{8h(h-\gamma\Theta)}{(h^2+\gamma^2)^2}.$$

The midpoint is a maximum if $\gamma\Theta>h$. For $\Omega=0.2$ eV this requires $\gamma>0.043$ eV. Below that value the midpoint becomes a minimum between two maxima. For $\gamma\ll\Omega$ the squared modulus at either resonance is about $\ln^2(\Omega/\gamma)+\pi^2/4$, which grows as $\gamma$ falls, whereas at the midpoint it tends to $\pi^2$. These statements concern the logarithm alone. The background makes the two sides unequal, so the full intensity need not split at the same damping: at $\gamma=0.02$ eV the lattice sum still has a single maximum, near $2E_F=1.59$ eV.

**Q:** Could I mistake a change of polarization for this effect?

**A:** Not within this model, if both polarizations are linear and both degenerate G phonons are collected. Write the polarizations and displacement as complex numbers $e_1,e_2,u$. Threefold symmetry allows only $e_1e_2u$ and its conjugate. The mirror $x\to-x$ selects their difference, so $W\propto\mathrm{Im}(e_1e_2u)$. For $u=i$ this gives $W_{yy}=-W_{xx}$ and $W_{xy}=0$, which the lattice sum confirms. The phonon with $u=1$ gives $\mathrm{Im}(e_1e_2)$ in place of $\mathrm{Re}(e_1e_2)$. The two squares add to the same value for any pair of linear polarizations. Circular light is different: the sum vanishes if the incoming and scattered fields rotate in the same sense, and is twice the linear value if they rotate in opposite senses.

**Q:** What should I distrust when I compare this with my data?

**A:** The height and width before the mechanism. A warm Fermi edge blocks pathways gradually, so it mixes cutoffs on both sides of the midpoint: at 300 K the same sum gives a maximum gain of about 4 instead of 6.1. The size of the damping matters as much: at zero temperature the maximum gain is about 4 for $\gamma=0.1$ eV and about 2 for $\gamma=0.2$ eV. The damping may also change with doping, whereas I held it fixed. Electron-hole attraction would redistribute the pathway weights and is absent here. The ratios are relative intensities for the stated parameters and form of damping, not a prediction for a particular sample. Inserting the same $\gamma$ differently in the denominators, or damping the amplitude before the change of frame, gives maximum gains between about 6 and 7 for the forms tried, at the same Fermi energy. The numerical output lists the amplitudes at further Fermi energies.

## Computed results

```
hopping 3.00 eV, damping 0.060 eV
photon in 1.60 eV, out 1.40 eV, phonon 0.20 eV
midpoint of the resonances: 1.50 eV
one-k amplitude, formula:    -3.208122 eV
one-k amplitude, propagated: -3.216062 eV
isotropic cone, |mean|/mean||: 2.0e-16
density N, warped-cone formula: -0.02984
density N, lattice at 0.10 eV:  -0.02985
density N, lattice at midpoint: -0.03071
main amplitude by range of transition energy (eV):
  0 to W2         -0.2000 +0.2183i
  W2 to midpoint  +0.2137 +0.1340i
  midpoint to W1  +0.2145 -0.1347i
  above W1        -0.2281 -0.2218i
main, all below midpoint: +0.0137 +0.3523i eV
main, all above midpoint: -0.0137 -0.3565i eV
flat-density formula:     -0.0115 -0.3541i eV
main, undoped total:      +0.0000 -0.0042i eV
other terms, undoped:     -0.0026 -0.1971i eV
slow phonon, photon 0.6 eV, lattice: -0.0073 -0.0748i eV
slow phonon, formula:             -0.0074 -0.0743i eV
tensor at midpoint xx: -0.1656 -0.4487i eV
tensor at midpoint yy: +0.1656 +0.4487i eV
tensor at midpoint |xy|/|xx|: 2.0e-15
damping below which the log splits: 0.0429 eV
E_F (eV) | main (eV) | full (eV) | intensity/undoped
  0.00 | +0.0000 -0.0042i | -0.0026 -0.2013i | 1.000
  0.40 | +0.0333 -0.0080i | -0.0188 -0.1932i | 0.930
  0.60 | +0.0992 -0.0281i | -0.0027 -0.2028i | 1.015
  0.70 | +0.2000 -0.2225i | +0.0444 -0.3528i | 3.119
  0.75 | -0.0137 -0.3565i | -0.1656 -0.4487i | 5.644
  0.80 | -0.2281 -0.2218i | -0.3813 -0.2739i | 5.439
  0.85 | -0.1788 -0.0599i | -0.2972 -0.0776i | 2.328
  0.90 | -0.1258 -0.0251i | -0.2157 -0.0343i | 1.177
  1.00 | -0.0794 -0.0088i | -0.1333 -0.0130i | 0.443
  1.30 | -0.0390 -0.0018i | -0.0328 -0.0031i | 0.027
maximum: 2*E_F = 1.55 eV, E_F = 0.775 eV
maximum: E_F = 0.0570 Ry
maximum intensity/undoped: 6.12
```
